# Positive Definiteness of the BFGS Update and Powell Damping

A structure optimization seeks a minimum of an energy $E(x)$, where $x$ collects $n$ real coordinates. At each point one has the gradient $g=\nabla E$, which is minus the force. A quasi-Newton method also keeps a symmetric matrix $B$, a model of the Hessian $\nabla^2E$, and takes its next step along

$$p=-B^{-1}g .$$

If $B$ is positive definite, so is $B^{-1}$, and $g^Tp=-g^TB^{-1}g<0$ whenever $g\neq0$. The direction then points downhill. If $B$ has a negative eigenvalue, this guarantee is lost.

After a step $s\neq0$ from $x$ to $x+s$, the new information is the gradient change $y=g(x+s)-g(x)$. In terms of forces, $y$ is the old force minus the new one. The BFGS method replaces $B$ by

$$B_+=B-\frac{Bs\,s^TB}{s^TBs}+\frac{yy^T}{s^Ty}. \tag{1}$$

Throughout, the old $B$ is symmetric and positive definite, so $s^TBs>0$. Equation (1) also requires $s^Ty\neq0$. The problem is to find when $B_+$ is again positive definite, and what to do when it is not.

## (a) A necessary condition

**Show that $B_+s=y$. What does this require of $s^Ty$ if $B_+$ is to be positive definite, and what does $s^Ty$ measure physically?**

**Solution.** Apply (1) to $s$. The scalar $s^TBs$ cancels in the second term and $y^Ts=s^Ty$ cancels in the third:

$$B_+s=Bs-Bs\,\frac{s^TBs}{s^TBs}+y\,\frac{y^Ts}{s^Ty}=Bs-Bs+y=y. \tag{2}$$

This is the secant equation: the new model reproduces the gradient change just observed. Multiplying from the left by $s^T$ gives

$$s^TB_+s=s^Ty .$$

A positive definite matrix makes the left side positive for every $s\neq0$. Hence $s^Ty>0$ is necessary. The argument used nothing but the secant equation, so no other update formula that satisfies this equation can escape the condition.

For the physical meaning, let $E$ be twice continuously differentiable on the segment from $x$ to $x+s$. By the chain rule, $\frac{d}{dt}g(x+ts)=\nabla^2E(x+ts)\,s$. Integrating from $t=0$ to $t=1$ and multiplying by $s^T$ gives

$$s^Ty=\int_0^1 s^T\nabla^2E(x+ts)\,s\,dt. \tag{3}$$

Thus $s^Ty/|s|^2$ is the curvature of the energy along the step direction, averaged over the step. On a quadratic surface with a positive definite Hessian it is positive for every step. Near a barrier, where the energy curves downward in some direction, it can be negative.

## (b) The condition is sufficient

**Prove that $s^Ty>0$ makes $B_+$ positive definite.**

**Solution.** Since $B$ is positive definite, it has a Cholesky factorization $B=LL^T$ with $L$ invertible. Define the scaled vectors

$$u=L^Ts,\qquad v=L^{-1}y .$$

Then $Bs=LL^Ts=Lu$ and $y=Lv$. The two scalars in (1) become

$$s^TBs=s^TLL^Ts=u^Tu,\qquad s^Ty=s^TLL^{-1}y=u^Tv .$$

Inserting these and taking $L$ out on the left and $L^T$ on the right gives

$$B_+=LML^T,\qquad M=P+\frac{vv^T}{u^Tv},\qquad P=I-\frac{uu^T}{u^Tu}. \tag{4}$$

The matrix $P$ projects onto the space orthogonal to $u$. It satisfies $P^T=P$ and $P^2=P$, so $z^TPz=z^TP^TPz=|Pz|^2$. For any vector $z$,

$$z^TMz=|Pz|^2+\frac{(v^Tz)^2}{u^Tv}. \tag{5}$$

If $u^Tv=s^Ty>0$, both terms are nonnegative, and their sum vanishes only if each does. The first vanishes when $Pz=0$, which means $z=\alpha u$ for some number $\alpha$. The second then requires $\alpha\,v^Tu=0$, and since $u^Tv\neq0$, $\alpha=0$. So $z^TMz>0$ for all $z\neq0$.

For any $w\neq0$, put $z=L^Tw$, which is nonzero because $L$ is invertible. Then $w^TB_+w=z^TMz>0$, and $B_+$ is positive definite. Together with (a), this proves that for positive definite $B$

$$B_+\ \text{is positive definite}\quad\Longleftrightarrow\quad s^Ty>0. \tag{6}$$

The assumption on $B$ cannot be dropped. Take $B=\mathrm{diag}(1,-1)$ and $s=y=(1,0)^T$. Then $s^Ty=1>0$, but the two corrections in (1) cancel and $B_+=B$ remains indefinite. A positive product preserves positive definiteness, but it need not create it. (It can do so when $s^TBs<0$: the same $B$ with $s=y=(0,1)^T$ gives $B_+=I$.)

## (c) What a negative product does

**Find $\det B_+$, and determine how many negative eigenvalues $B_+$ has when $s^Ty<0$.**

**Solution.** Write $m=s^TBs=|u|^2$ for the model value and $b=s^Ty=u^Tv$ for the measured value, and let

$$\delta=\frac bm$$

be the ratio of measured to modelled curvature along the step. Choose an orthonormal basis whose first vector is $u/|u|$. In it $v=(v_1,w)$, where $v_1=u^Tv/|u|=b/|u|$ and $w$ holds the other $n-1$ components. The first diagonal element of $M$ is $v_1^2/b=b/|u|^2=\delta$, so

$$M=\begin{pmatrix}\delta & v_1w^T/b\\ v_1w/b & I+ww^T/b\end{pmatrix}.$$

Because $b\neq0$, also $v_1\neq0$. Subtract $w/v_1$ times the first row from the lower rows. With $\delta=v_1^2/b$, the lower left block becomes

$$\frac{v_1w}{b}-\frac{w}{v_1}\frac{v_1^2}{b}=0,$$

and the lower right block becomes

$$I+\frac{ww^T}{b}-\frac{w}{v_1}\frac{v_1w^T}{b}=I .$$

The same operation on the columns clears the upper right block. Hence

$$CMC^T=\begin{pmatrix}\delta&0\\0&I\end{pmatrix},\qquad C=\begin{pmatrix}1&0\\-w/v_1&I\end{pmatrix}. \tag{7}$$

Since $\det C=1$, we have $\det M=\delta$. From $B_+=LML^T$ and $\det B=(\det L)^2$,

$$\det B_+=\delta\,\det B=\frac{s^Ty}{s^TBs}\det B. \tag{8}$$

If $s^Ty<0$, the determinant is negative, so the number of negative eigenvalues is odd. It cannot exceed one. By (7), the quadratic form of $M$, and hence that of $B_+$, is positive on a subspace of dimension $n-1$. Two negative eigenvalues would give a two-dimensional space on which the form is negative. In $n$ dimensions these two spaces share a nonzero vector, on which the form would have both signs. Therefore $B_+$ has exactly one negative eigenvalue.

## (d) A small positive product

**Compare $B_+$ with $B$ through the eigenvalues $\lambda$ of $B_+w=\lambda Bw$, for $n\ge2$. What happens as $s^Ty\to0^+$?**

**Solution.** With $z=L^Tw$, the equation $LML^Tw=\lambda LL^Tw$ becomes $Mz=\lambda z$. The relative eigenvalues are thus those of $M$, and $\lambda=1$ means that the curvature in that mode is unchanged.

Suppose first that $u$ and $v$ are linearly independent. Any $z$ orthogonal to both satisfies $Mz=z$, which gives $n-2$ eigenvalues equal to one. The other two, $\lambda_1$ and $\lambda_2$, follow from the determinant and the trace. Their product is $\det M=\delta$. Since $\mathrm{tr}\,P=n-1$ and $\mathrm{tr}\,vv^T=|v|^2$,

$$\lambda_1+\lambda_2=(n-1)+\frac{|v|^2}{b}-(n-2)=1+\beta,\qquad \beta=\frac{|v|^2}{b}=\frac{y^TB^{-1}y}{s^Ty}.$$

The last form uses $|v|^2=y^TL^{-T}L^{-1}y=y^TB^{-1}y$. Hence

$$\lambda^2-(1+\beta)\lambda+\delta=0. \tag{9}$$

If $v$ is parallel to $u$, then $v=\delta u$ and $\beta=\delta$. The roots of (9) are then $1$ and $\delta$, as direct inspection of $M$ confirms.

Now let $b\to0^+$ while $|u|$ and $|v|$ stay fixed and nonzero. The larger root grows as $|v|^2/b$. The smaller, being $\delta$ divided by the larger, falls as $b^2/(|u|^2|v|^2)$. The matrix remains positive definite, but one curvature becomes very large and another very small. A useful remedy must therefore keep the product away from zero, not merely make it positive.

## (e) Derivation of Powell damping

**Replace $y$ in (1) by a mixture of $y$ and $Bs$. Choose the mixture so that $\det B_+\ge\sigma\det B$ for a given $0<\sigma<1$, while keeping as much of $y$ as possible.**

**Solution.** The vector $Bs$ is the gradient change that the old model predicted for this step. Its product with $s$ is $m>0$, so mixing it in can repair the sign. Let

$$r=\theta y+(1-\theta)Bs,\qquad 0\le\theta\le1. \tag{10}$$

All results above hold with $y$ replaced by $r$, because they nowhere used the origin of $y$ as a gradient change, except in the interpretation (3). By (8), the determinant requirement is $s^Tr\ge\sigma m$. From (10),

$$s^Tr=\theta b+(1-\theta)m=m-\theta(m-b). \tag{11}$$

If $b\ge\sigma m$, the choice $\theta=1$ satisfies the requirement, and the measured $y$ is used unchanged.

If $b<\sigma m$, then $b<m$, so (11) decreases with $\theta$. The requirement $m-\theta(m-b)\ge\sigma m$ becomes, after division by the positive number $m-b$, $\theta\le(1-\sigma)m/(m-b)$. The largest allowed value is the bound itself. Hence

$$\theta=\begin{cases}1,& s^Ty\ge\sigma\,s^TBs,\\[4pt] \dfrac{(1-\sigma)\,s^TBs}{s^TBs-s^Ty},& s^Ty<\sigma\,s^TBs.\end{cases} \tag{12}$$

In the second case $m-b>(1-\sigma)m$, so $0<\theta<1$. At $b=\sigma m$ the two branches agree. The damped update is

$$B_+=B-\frac{Bs\,s^TB}{s^TBs}+\frac{rr^T}{s^Tr}. \tag{13}$$

Since $s^Tr\ge\sigma m>0$, result (6) makes it positive definite. It also covers $s^Ty=0$, where (1) is undefined.

The price is that $B_+s=r$, not $y$. When damping acts, the new model assigns to the step direction the curvature $\sigma m/|s|^2$, a fraction $\sigma$ of the old model value, whatever was measured. A negative curvature is deliberately not reproduced. That suits a search for a minimum, but not a search for a saddle point, where the negative curvature is the information sought.

The guarantee concerns the signs of the eigenvalues and the determinant, not the size of each eigenvalue. For $B=I$, $s=(1,0)^T$, $y=(0.2,100)^T$ and $\sigma=0.2$ no damping acts, yet $\delta=0.2$ and $\beta\approx5\times10^4$, so by (9) the eigenvalues of $B_+$ are about $4\times10^{-6}$ and $5\times10^4$. After $k$ updates the determinant is at least $\sigma^k$ times the initial one, which again does not keep the smallest eigenvalue away from zero.

## (f) Can the step length prevent the failure?

**Let $s$ be a descent step, $g(x)^Ts<0$. Show that the Wolfe slope condition $g(x+s)^Ts\ge c_2\,g(x)^Ts$, with $0<c_2<1$, ensures $s^Ty>0$.**

**Solution.** Subtract $g(x)^Ts$ from both sides:

$$s^Ty=g(x+s)^Ts-g(x)^Ts\ge(c_2-1)\,g(x)^Ts>0,$$

because both factors in the last product are negative. The condition says that by the end of the step the slope is less steeply downhill than at the start, or has turned uphill. A line search that enforces it needs no damping to preserve positive definiteness, though the product may still be small.

The sufficient-decrease condition $E(x+s)\le E(x)+c_1g(x)^Ts$, with a small $c_1>0$, restricts the energy but not the final slope. The next part shows that it does not suffice.

## (g) A step near a barrier

**Consider the model surface**

$$E(x,q)=D\left(\frac{x^2}{a^2}-1\right)^2+\frac k2(q-cx)^2$$

**with $D=1$ eV, $a=1$ Å, $k=4$ eV/Å$^2$ and $c=0.5$. Start at $(x,q)=(0.2,0)$ Å with $B=5I$ eV/Å$^2$. Take the full quasi-Newton step, apply (1), and examine the next direction.**

**Solution.** Here $x$ and $q$ are the two coordinates. The gradient components are

$$\partial_xE=\frac{4Dx}{a^2}\left(\frac{x^2}{a^2}-1\right)-kc(q-cx),\qquad \partial_qE=k(q-cx).$$

At the start $q-cx=-0.1$ Å. In eV/Å, the first component is $0.8(0.04-1)+0.2=-0.568$ and the second is $-0.4$. The step is $s=-g/5=(0.1136,0.0800)$ Å and leads to $(0.3136,0.0800)$ Å. There the gradient is $(-0.9774,-0.3072)$ eV/Å, so $y=(-0.4094,0.0928)$ eV/Å. The two products are

$$s^TBs=5(0.1136^2+0.08^2)=0.0965\ \text{eV},$$

$$s^Ty=0.1136(-0.4094)+0.08(0.0928)=-0.0391\ \text{eV}.$$

The mean curvature along the step is $-2.02$ eV/Å$^2$, where the model had assumed $+5$.

The energy nevertheless fell from $0.942$ to $0.825$ eV, which amply meets the sufficient-decrease condition with $c_1=10^{-4}$. The slope $g^Ts$, however, steepened from $-0.0965$ to $-0.1356$ eV. With $c_2=0.9$ the Wolfe slope condition fails. Scanning multiples of $s$ from the same start in increments of $0.1$, one first meets it at $6.0\,s$.

The first element of the updated matrix is, in eV/Å$^2$,

$$5-\frac{0.568^2}{0.0965}-\frac{0.4094^2}{0.0391}=-2.63 .$$

The other elements follow in the same way:

$$B_+=\begin{pmatrix}-2.63&-1.38\\-1.38&3.12\end{pmatrix}\ \text{eV/Å}^2 .$$

Its eigenvalues are $-2.95$ and $3.44$ eV/Å$^2$: one is negative, as (c) requires. The next direction is $p=(-0.343,-0.054)$ Å, with $g^Tp=+0.352$ eV, so it points uphill. A step of length $0.3$ Å along it raises the energy from $0.825$ to $1.001$ eV.

The full step would end at about $(-0.03,0.03)$ Å, close to the origin. The origin is a stationary point with Hessian elements $-4D/a^2+kc^2=-3$, $-kc=-2$ and $k=4$ eV/Å$^2$. Their determinant is negative, so it is a saddle point. The plain update has registered the negative curvature, and the method then heads for the saddle instead of a minimum.

## (h) The damped update at work

**Repeat the update with $\sigma=0.2$. Examine the effect of a smaller $\sigma$, and continue the optimization.**

**Solution.** Because $s^Ty<\sigma s^TBs$, equation (12) gives

$$\theta=\frac{0.8\times0.0965}{0.0965+0.0391}=0.569 .$$

With $Bs=(0.568,0.400)$ eV/Å, equation (10) gives $r=(0.0114,0.2251)$ eV/Å. Then $s^Tr=0.0193$ eV, which is $0.2\,s^TBs$ as intended, and

$$B_+=\begin{pmatrix}1.66&-2.22\\-2.22&5.97\end{pmatrix}\ \text{eV/Å}^2$$

has the eigenvalues $0.724$ and $6.91$ eV/Å$^2$. The next direction is $p=(1.303,0.536)$ Å with $g^Tp=-1.438$ eV, now downhill. A step of length $0.3$ Å along it lowers the energy from $0.825$ to $0.444$ eV. The full step would be much longer, about $1.4$ Å, and would raise the energy to about $2.7$ eV. Damping fixes the sign of the slope, not the step length, so a cap or a line search is still needed if every step is to lower the energy.

For this same first step, the relative eigenvalues of (d) depend on $\sigma$ as follows.

| $\sigma$ | $\theta$ | smaller $\lambda$ | larger $\lambda$ |
|---|---|---|---|
| $0.2$ | $0.569$ | $0.145$ | $1.38$ |
| $0.01$ | $0.705$ | $9.1\times10^{-4}$ | $11.0$ |
| $10^{-4}$ | $0.712$ | $9.8\times10^{-8}$ | $1.02\times10^{3}$ |

A smaller $\sigma$ retains somewhat more of $y$. But $s^Tr=\sigma m$ tends to zero while $r$ tends to a nonzero vector, which is the limit treated in (d). The larger eigenvalue then grows as $1/\sigma$ and the smaller falls as $\sigma^2$. This is the reason for a threshold such as $0.2$ in place of a tiny positive number.

To continue, I limit each step to $0.3$ Å and halve it until the sufficient-decrease condition with $c_1=10^{-4}$ holds. Each update uses (12) and (13) with $\sigma=0.2$. Starting again from $(0.2,0)$ Å, the gradient norm falls below $10^{-6}$ eV/Å after ten steps, and two of the ten updates are damped. The smallest eigenvalue of $B$ after any update is $0.145$ eV/Å$^2$. The final point is $(1.000,0.500)$ Å, where both squares in $E$ vanish, so it is a global minimum of the model. This single run illustrates the method; it does not prove convergence on other surfaces.

Numbers in the example were calculated in double precision.
